# The Breit-Rabi Formula for J = 1/2 and Field-Insensitive Hyperfine Transitions: a numerical check

```python
"""Breit-Rabi levels for J = 1/2 and first-order field-insensitive transitions.

H/h = A I.J + (g_J muB Jz - g_n muN Iz) B, in MHz, with B in mT and A > 0.
W = A (I + 1/2), kappa = g_J muB + g_n muN, x = kappa B / W,
eta = g_n muN / kappa, c = m / (I + 1/2), m = eigenvalue of Fz = Iz + Jz.
Result under test:
  E(+-, m) = -A/4 - g_n muN B m +- (W/2) sqrt(1 + 2 c x + x^2),
with the square root replaced by 1 +- x for m = +-(I + 1/2), and the fields
where the frequency between (+, m) and (-, m') has zero slope.
The reference side uses explicit spin matrices, eigenvectors and root finding.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

A = 3000.0
G_J = 2.0
G_N = 2.0
MU_B = constants.physical_constants['Bohr magneton'][0] / constants.h * 1e-9
MU_N = constants.physical_constants['nuclear magneton'][0] / constants.h * 1e-9


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


class Atom:
    """Hamiltonian H0 + B * H1 in the product basis |m_J, m_I>."""

    def __init__(self, I, g_n=G_N):
        self.I, self.g_n = I, g_n
        jz, jp = spin_matrices(0.5)
        iz, ip = spin_matrices(I)
        one_j, one_i = np.eye(2), np.eye(len(iz))
        self.H0 = A * (np.kron(jz, iz)
                       + 0.5 * (np.kron(jp, ip.T) + np.kron(jp.T, ip)))
        self.Jz = np.kron(jz, one_i)
        Iz = np.kron(one_j, iz)
        self.H1 = G_J * MU_B * self.Jz - g_n * MU_N * Iz
        self.fz = np.diag(self.Jz + Iz)
        self.W = A * (I + 0.5)
        self.kappa = G_J * MU_B + g_n * MU_N
        self.eta = g_n * MU_N / self.kappa
        self.unit = self.W / self.kappa      # field at which x = 1

    def state(self, B, m, branch):
        """Energy, slope dE/dB and <Jz> from the numerical eigenvector."""
        k = np.where(abs(self.fz - m) < 1e-9)[0]
        block = np.ix_(k, k)
        e, v = np.linalg.eigh(self.H0[block] + B * self.H1[block])
        j = -1 if branch > 0 else 0
        u = v[:, j]
        return e[j], u @ self.H1[block] @ u, u @ self.Jz[block] @ u

    def frequency(self, B, m, mp):
        return self.state(B, m, 1)[0] - self.state(B, mp, -1)[0]

    def slope(self, B, m, mp):
        return self.state(B, m, 1)[1] - self.state(B, mp, -1)[1]

    def root(self, m, mp, x_low, x_high):
        return brentq(lambda B: self.slope(B, m, mp), x_low * self.unit,
                      x_high * self.unit, xtol=1e-12, rtol=1e-14)

    def curvature(self, B, m, mp):
        step = 1e-4 * self.unit
        return (self.slope(B + step, m, mp)
                - self.slope(B - step, m, mp)) / (2 * step)


def breit_rabi(atom, B, m, branch):
    x = B * atom.kappa / atom.W
    if abs(m) > atom.I:
        radical = 1 + np.sign(m) * x
    else:
        radical = np.sqrt(1 + 2 * m * x / (atom.I + 0.5) + x * x)
    return -A / 4 - atom.g_n * MU_N * B * m + branch * atom.W / 2 * radical


def labels(I):
    inner = [m for m in np.arange(-I + 0.5, I)]
    upper = [-I - 0.5] + inner + [I + 0.5]
    return upper, inner


def insensitive_point(atom, m, mp):
    """x at eta = 0, first-order shift of x, f and d2f/dB2 (closed forms)."""
    al, be = np.arcsin(np.array([m, mp]) / (atom.I + 0.5))
    a, d = (al + be) / 2, (al - be) / 2
    x0 = -np.sin(a) / np.cos(d)
    bend = np.cos(a) * np.cos(d)**4 / (np.cos(al) * np.cos(be))
    dx = atom.eta * (m - mp) / bend
    f = atom.W * (np.cos(a) - atom.eta * (m - mp) * x0)
    return x0, dx, f, bend * atom.kappa**2 / atom.W


def stretched_point(atom, mp):
    """Exact x for the upper state m = -(I + 1/2)."""
    c = mp / (atom.I + 0.5)
    t = 1 - 2 * atom.eta * (atom.I + 0.5 + mp)
    return -c + np.sqrt(1 - c * c) * t / np.sqrt(1 - t * t)


# Levels: full diagonalization, and each labelled state separately.
for I in (0.5, 1.0, 1.5, 3.5):
    atom = Atom(I)
    upper, inner = labels(I)
    names = [(m, 1) for m in upper] + [(m, -1) for m in inner]
    for B in (-70.0, 0.0, 30.0, 400.0, 3000.0):
        formula = [breit_rabi(atom, B, m, s) for m, s in names]
        full = np.linalg.eigvalsh(atom.H0 + B * atom.H1)
        assert np.allclose(np.sort(formula), full, rtol=0, atol=1e-7)
        single = [atom.state(B, m, s)[0] for m, s in names]
        assert np.allclose(formula, single, rtol=0, atol=1e-7)

# Eigenvector slope against a finite difference of eigenvalues.
atom = Atom(1.5)
difference = (atom.frequency(80.01, 0, -1) - atom.frequency(79.99, 0, -1)) / 0.02
assert abs(difference - atom.slope(80.0, 0, -1)) < 1e-6

# Closed forms for unstretched pairs; errors must be of the next order in eta.
for I in (0.5, 1.0, 1.5, 3.5):
    atom = Atom(I)
    for m in labels(I)[1]:
        for mp in labels(I)[1]:
            x0, dx, f, bend = insensitive_point(atom, m, mp)
            B = atom.root(m, mp, -1.5, 1.5)
            assert abs(B / atom.unit - x0 - dx) < 3 * dx**2 + 1e-10
            assert abs(atom.frequency(B, m, mp) - f) < atom.W * (2 * dx**2 + 1e-11)
            assert abs(atom.curvature(B, m, mp) / bend - 1) < 3 * abs(dx) + 1e-6
            if m == mp:
                assert abs(B + m * A / atom.kappa) < 1e-8
                assert abs(atom.state(B, m, 1)[2]) < 1e-9
                assert abs(atom.state(B, m, -1)[2]) < 1e-9

# The neglected remainder falls by about four when the nuclear moment halves.
errors = []
for g_n in (40.0, 20.0):
    trial = Atom(1.5, g_n)
    x0, dx = insensitive_point(trial, 0, -1)[:2]
    errors.append(trial.root(0, -1, -1.5, 1.5) / trial.unit - x0 - dx)
assert 3.5 < errors[0] / errors[1] < 4.5

# One root only: the slope rises monotonically and changes sign once.
atom = Atom(1.5)
grid = np.linspace(-50, 50, 1000) * atom.unit
for m in (-1, 0, 1):
    for mp in (-1, 0, 1):
        values = np.array([atom.slope(B, m, mp) for B in grid])
        assert np.all(np.diff(values) > 0)
        assert np.sum(values[1:] * values[:-1] < 0) == 1

# Stretched upper states: high-field root, and its absence where claimed.
for I in (0.5, 1.5, 3.5):
    trial = Atom(I)
    for mp in labels(I)[1]:
        B = trial.root(-I - 0.5, mp, 1.0, 200.0)
        assert abs(B / trial.unit / stretched_point(trial, mp) - 1) < 1e-8
positive = np.linspace(0, 50, 300) * atom.unit
for mp in (-1, 0, 1):
    assert all(atom.slope(B, 2, mp) > 0 for B in positive)
    for g_n in (0.0, -2.0):
        other = Atom(1.5, g_n)
        assert all(other.slope(B, -2, mp) < 0 for B in positive)

# Worked example.
print("Model: I = %.1f, A/h = %.0f MHz, g_J = %.1f, g_n = %.1f"
      % (atom.I, A, G_J, G_N))
print("muB/h = %.6f MHz/mT, muN/h = %.8f MHz/mT" % (MU_B, MU_N))
print("kappa/h = %.6f MHz/mT" % atom.kappa)
print("W/h = %.1f MHz, eta = %.6e" % (atom.W, atom.eta))
print("W/kappa (field at x = 1) = %.5f mT" % atom.unit)
B = 100.0
print("Levels at B = %.0f mT, x = %.6f: formula, matrix (MHz)"
      % (B, B / atom.unit))
for branch, ms in ((1, (-2, -1, 0, 1, 2)), (-1, (-1, 0, 1))):
    for m in ms:
        print("  %s m=%+d  %12.4f %12.4f" % ("upper" if branch > 0 else "lower",
              m, breit_rabi(atom, B, m, branch), atom.state(B, m, branch)[0]))

print("Insensitive transitions, upper m to lower m', B >= 0")
print("x0 (eta=0), B formula (mT), B root (mT), f (MHz), f'' (kHz/mT^2)")
for m in (-1, 0, 1):
    for mp in (-1, 0, 1):
        B = atom.root(m, mp, -1.5, 1.5)
        if B > -1e-8:
            x0, dx = insensitive_point(atom, m, mp)[:2]
            print("  %+d %+d %9.6f %11.5f %11.5f %11.4f %9.4f" % (
                m, mp, round(x0, 6) + 0.0,
                round((x0 + dx) * atom.unit, 5) + 0.0, round(B, 5) + 0.0,
                atom.frequency(B, m, mp), 1e3 * atom.curvature(B, m, mp)))
print("Stretched upper state: x, B formula (mT), B root (mT), f, f''")
for mp in (-1, 0, 1):
    B = atom.root(-2, mp, 1.0, 200.0)
    x = stretched_point(atom, mp)
    print("  -2 %+d %9.5f %11.4f %11.4f %11.4f %11.6f" % (
        mp, x, x * atom.unit, B, atom.frequency(B, -2, mp),
        1e3 * atom.curvature(B, -2, mp)))

B0 = atom.root(-1, -1, -1.5, 1.5)
error = 0.01
quadratic = atom.frequency(B0 + error, -1, -1) - atom.frequency(B0, -1, -1)
predicted = 0.5 * insensitive_point(atom, -1, -1)[3] * error**2
assert abs(quadratic / predicted - 1) < 1e-3
linear = atom.frequency(error, -1, -1) - atom.frequency(0.0, -1, -1)
jz = atom.state(B0, -1, 1)[2]
print("m=m'=-1 point: weight of m_J=+1/2 in upper state = %.6f" % (0.5 + jz))
print("Field error = %.2f mT" % error)
print("Shift at the insensitive field: actual %.4f Hz, formula %.4f Hz"
      % (quadratic * 1e6, predicted * 1e6))
print("Shift of the same transition from B = 0: %.1f Hz" % (linear * 1e6))
print("Slope of the same transition at B = 0: %.6f MHz/mT"
      % atom.slope(0.0, -1, -1))
print("m=m'=-1 insensitive field = %.4f gauss" % (B0 * 10))
print("success")
```

It prints:

```
Model: I = 1.5, A/h = 3000 MHz, g_J = 2.0, g_n = 2.0
muB/h = 13.996245 MHz/mT, muN/h = 0.00762259 MHz/mT
kappa/h = 28.007735 MHz/mT
W/h = 6000.0 MHz, eta = 5.443206e-04
W/kappa (field at x = 1) = 214.22653 mT
Levels at B = 100 mT, x = 0.466796: formula, matrix (MHz)
  upper m=-2      852.6623     852.6623
  upper m=-1     1851.5097    1851.5097
  upper m=+0     2560.7526    2560.7526
  upper m=+1     3142.3480    3142.3480
  upper m=+2     3647.3377    3647.3377
  lower m=-1    -3348.4606   -3348.4606
  lower m=+0    -4060.7526   -4060.7526
  lower m=+1    -4645.3971   -4645.3971
Insensitive transitions, upper m to lower m', B >= 0
x0 (eta=0), B formula (mT), B root (mT), f (MHz), f'' (kHz/mT^2)
  -1 -1  0.500000   107.11327   107.11327   5196.1524  150.9642
  -1 +0  0.267949    57.28173    57.28172   5796.4291  126.9301
  +0 -1  0.267949    57.52193    57.52192   5794.6789  126.9466
  +0 +0  0.000000     0.00000     0.00000   6000.0000  130.7389
  +1 -1  0.000000     0.31095     0.31095   5999.9953   98.0542
Stretched upper state: x, B formula (mT), B root (mT), f, f''
  -2 -1  19.04464   4079.8675   4079.8675   1622.8297    0.007662
  -2 +0  15.12925   3241.0879   3241.0879   3197.8596    0.018753
  -2 +1  10.18924   2182.8055   2182.8055   4704.9057    0.039750
m=m'=-1 point: weight of m_J=+1/2 in upper state = 0.500000
Field error = 0.01 mT
Shift at the insensitive field: actual 7.5482 Hz, formula 7.5482 Hz
Shift of the same transition from B = 0: -140033.8 Hz
Slope of the same transition at B = 0: -14.003868 MHz/mT
m=m'=-1 insensitive field = 1071.1327 gauss
success
```
